# Two proofs that Thomas-Fermi theory has no negative ions

A free chlorine atom binds an extra electron, with a binding energy of roughly a quarter of a rydberg. Seen from far away, however, the neutral atom has no net charge, so in a classical mean-field picture no $1/r$ attraction is left for that electron. What remains is the pull of the incompletely screened nucleus, which falls off faster than $1/r$; against it stand the kinetic energy and the repulsion within the added charge. Thomas-Fermi theory is such a picture: a density functional with a local kinetic energy and classical electrostatics. Does it have a stable density with more electrons than protons?

It does not. Below, this is derived first for one nucleus, by counting enclosed charge, and then for any arrangement of nuclei, by a maximum principle.

## The functional and the claim

In Rydberg atomic units, $\hbar=2m=e^2/2=1$, two electrons at distance $r$ repel with energy $2/r$. Point nuclei of charges $Z_k>0$ are fixed at $R_k$, with $Z=\sum_k Z_k$. The attraction is $V(x)=\sum_k 2Z_k/|x-R_k|$, and

$$E[\rho]=\tfrac35\gamma\int\rho^{5/3}-\int V\rho+D(\rho,\rho),\qquad D(f,g)=\iint\frac{f(x)g(y)}{|x-y|}\,dx\,dy .$$

Here $\gamma=(3\pi^2)^{2/3}$. The repulsion is half the double integral of $2/|x-y|$, hence the coefficient 1. Densities satisfy $\rho\ge0$, $\int\rho<\infty$ and $\int\rho^{5/3}<\infty$. $E(N)$ is the infimum of $E[\rho]$ at $\int\rho=N$, for real $N>0$.

**Claim.** A minimiser exists if and only if $N\le Z$. Its chemical potential $\mu$ is negative for $N<Z$ and zero for $N=Z$.

## Common ground

**The potential.** Let $U(x)=\int\rho(y)/|x-y|\,dy$ and $\phi=V-2U$, so that $-\phi$ is the potential energy of an electron. By Hölder's inequality, the part of $U$ from $|x-y|<\delta$ is at most

$$\|\rho\|_{5/3}\Big(\int_{|z|<\delta}|z|^{-5/2}dz\Big)^{2/5}=\|\rho\|_{5/3}\,(8\pi\sqrt\delta)^{2/5}.$$

This tends to zero with $\delta$, uniformly in $x$. Replacing $1/|z|$ by $1/\max(|z|,\delta)$ gives a continuous function, so $U$ is a uniform limit of continuous functions. It is bounded and continuous. It also vanishes at infinity: the near part is uniformly small, charge in a fixed ball contributes ever less, and the charge outside a large ball is small. Thus $\phi$ is continuous away from the nuclei, tends to $+\infty$ at them, and tends to $0$ at infinity.

**Uniqueness.** The integral $\int dz\,|x-z|^{-2}|y-z|^{-2}$ converges for $x\ne y$, depends only on $|x-y|$, and scales as an inverse length. It therefore equals $C/|x-y|$ with $C>0$, and

$$D(f,f)=\frac1C\int dz\left(\int\frac{f(x)}{|x-z|^2}dx\right)^2\ge0 .$$

So $D$ is convex. The kinetic term is strictly convex, and there is at most one minimiser for each $N$.

**The Thomas-Fermi equation.** Let $\rho$ minimise at mass $N$, and let $\sigma$ be a competitor of the same mass. The energy of $(1-t)\rho+t\sigma$ cannot fall as $t$ leaves zero, so

$$\int W(\sigma-\rho)\ge0,\qquad W=\gamma\rho^{2/3}-\phi .$$

The factor $\tfrac35$ has cancelled $\tfrac53$, and the quadratic repulsion has supplied $2U$. Let $\mu$ be the essential infimum of $W$. Putting $\sigma$ where $W$ is within $\varepsilon$ of $\mu$ gives $\int W\rho\le(\mu+\varepsilon)N$. (Were $\mu=-\infty$, the same choice would make the finite number $\int W\rho$ arbitrarily negative.) Hence $\int(W-\mu)\rho\le0$ with a nonnegative integrand, and $W=\mu$ wherever $\rho>0$. Where $\rho=0$, $W\ge\mu$ reads $\phi+\mu\le0$. Together,

$$\gamma\rho^{2/3}=\max(\phi+\mu,0).\tag{1}$$

For a density $\sigma$ of another mass $N'$, convexity gives $E[\sigma]\ge E[\rho]+\int W(\sigma-\rho)\ge E[\rho]+\mu(N'-N)$. So $\mu$ is the slope of a line supporting $E(N)$ from below, and equals $dE/dN$ where that derivative exists.

**The sign of $\mu$.** If $\mu>0$, then $\phi\to0$ and (1) give $\rho\ge(\mu/2\gamma)^{3/2}$ outside some ball. The mass would be infinite. Hence $\mu\le0$.

**Newton's theorem.** Average $1/|x-y|$ over the sphere $|x|=R$. With $s=|y|$ and $c$ the cosine of the angle between $x$ and $y$,

$$\frac12\int_{-1}^{1}\frac{dc}{\sqrt{R^2+s^2-2Rsc}}=\frac{(R+s)-|R-s|}{2Rs}=\frac1{\max(R,s)}.\tag{2}$$

## First derivation: one nucleus and the enclosed charge

Put the nucleus at the origin. A rotated minimiser has the same energy, so by uniqueness $\rho$ is spherically symmetric. Let $Q(r)$ be the number of electrons within radius $r$. Equation (2), applied to each shell of charge, gives

$$\phi(r)=\frac{2(Z-Q(r))}{r}-2\int_{|y|>r}\frac{\rho(y)}{|y|}\,dy.\tag{3}$$

**No surplus.** Suppose $N>Z$. Since $Q$ rises continuously from $0$ to $N$, there is a radius $r_1$ with $Q(r_1)=Z$. For $r\ge r_1$ neither term of (3) is positive, so $\phi+\mu\le0$, and (1) gives $\rho=0$. No electrons lie beyond $r_1$, so $N=Q(r_1)=Z$, a contradiction. Physically, once the enclosed charge is neutral, an electron farther out has no attraction to pay for its kinetic energy.

**The edge.** Suppose $\mu<0$. Since $\phi\to0$, the density vanishes beyond some outermost radius $r_0$. There are points arbitrarily close to $r_0$ from inside with $\phi+\mu>0$, while $\phi+\mu\le0$ outside. By continuity $\phi(r_0)=-\mu$, and (3) with $Q(r_0)=N$ gives

$$\mu=-\frac{2(Z-N)}{r_0}.\tag{4}$$

At $N=Z$ this would give $\mu=0$, contradicting $\mu<0$. So a neutral minimiser has $\mu=0$.

**Positive ions.** Suppose instead that $N<Z$ and $\mu=0$. Since $1/\max(r,|y|)\le1/r$, the potential satisfies $\phi(r)\ge2(Z-N)/r>0$. Then (1) gives $\rho\ge[2(Z-N)/(\gamma r)]^{3/2}$, and the mass is at least a constant times $\int^\infty r^2r^{-3/2}dr=\infty$. Hence $\mu<0$ for $N<Z$.

## Second derivation: any nuclei and a maximum principle

With several nuclei the density is not spherical, and (3) is lost. Averages still obey Newton's theorem. Take a sphere of radius $s$ about $x_0$ with no nucleus in the closed ball it bounds. By (2), centred at $x_0$, the mean of $\phi$ over it is

$$\langle\phi\rangle=\phi(x_0)+2\int_{|y-x_0|<s}\rho(y)\left(\frac1{|y-x_0|}-\frac1s\right)dy\ \ge\ \phi(x_0).\tag{5}$$

Thus $\phi$ is subharmonic away from the nuclei. This alone limits its maxima, whereas a lower bound is needed. The lower bound comes from (1): where the ball contains no electrons, (5) is an equality, and $-\phi$ is subharmonic as well.

**The potential is nonnegative.** Let $A=\{\phi<0\}$. It is open and contains no nuclei. Since $\mu\le0$, (1) gives $\rho=0$ on $A$. If $A$ is not empty, $\phi$ attains a negative minimum $-m$, because it tends to zero at infinity. Around any point where $\phi=-m$, the mean over each small sphere is $-m$ while no value lies below $-m$, so $\phi=-m$ on the whole sphere. The set $\{\phi=-m\}$ is therefore open. It is also closed and nonempty, so it is all of space, which contradicts $\phi\to0$. Hence $\phi\ge0$ everywhere.

**No surplus.** Let $\langle\phi\rangle_R$ be the mean over $|x|=R$, with all nuclei inside. By (2),

$$0\le\frac R2\langle\phi\rangle_R=Z-\int\rho(y)\min\left(1,\frac R{|y|}\right)dy.\tag{6}$$

As $R\to\infty$ the integral rises to $N$. Therefore $N\le Z$.

**Positive ions.** Suppose $\mu=0$ and $N<Z$. Now $\rho=(\phi/\gamma)^{3/2}$, and (6) gives $\langle\phi\rangle_R\ge2(Z-N)/R$. The function $t^{3/2}$ is convex, so Jensen's inequality gives

$$\langle\rho\rangle_R\ge\left(\frac{\langle\phi\rangle_R}{\gamma}\right)^{3/2}\ge\left(\frac{2(Z-N)}{\gamma R}\right)^{3/2}.\tag{7}$$

The mass diverges as before. So $\mu=0$ forces $N=Z$.

**Neutrality.** Suppose $N=Z$ and $\mu<0$. By (1), $\rho=0$ wherever $\phi<|\mu|$, hence outside some ball of radius $R_0$ that also contains the nuclei. For $R>R_0$, (6) gives $\langle\phi\rangle_R=0$. Since $\phi\ge0$ is continuous, $\phi=0$ throughout the exterior.

This zero spreads inward. Let $G=\{\phi<|\mu|\}$, and let $S$ be the connected component of $G$ containing the exterior. There are no charges in $S$, so (5) is an equality on small spheres. Around a zero of $\phi$, the mean is zero and no value is negative, so $\phi$ vanishes nearby. The zeros form an open, closed and nonempty subset of the connected set $S$, and $\phi=0$ on all of $S$.

Because $\phi$ is large near the nuclei, $S$ is not all of space and has a boundary point $b$. It is not a nucleus, since $\phi=0$ at points of $S$ arbitrarily close to it. By continuity $\phi(b)=0$, so a small ball around $b$ lies in $G$. That ball meets $S$ and therefore belongs to $S$, so $b$ is not a boundary point. The contradiction gives $\mu=0$.

## What each derivation assumes

Both use the pointwise relation (1), the bound $\mu\le0$, the decay of $\phi$, and the $1/r$ interaction behind Newton's theorem.

The first also needs a single nucleus and spherical symmetry, which rests on uniqueness. In return, it gives the potential at each radius and the edge formula (4). The second needs neither symmetry nor uniqueness and covers molecules, with $Z$ the total nuclear charge. Its price is the maximum principle and, for (7), the convexity of $t^{3/2}$.

Both arguments lean on the exact form of (1). If an exchange energy $-c\int\rho^{4/3}$ with $c>0$ is added, the condition where $\rho>0$ becomes $\gamma\rho^{2/3}-\tfrac43c\rho^{1/3}=\phi+\mu$. Its left side is negative at small positive $\rho$, so electrons may sit where $\phi+\mu<0$, and neither argument applies as written. This does not prove that the modified functional has anions. Equally, the theorem for the unmodified functional says nothing against the real chloride ion.

## Existence, and the fate of surplus electrons

It remains to show that minimisers exist for $N\le Z$. Minimise over all densities with $\int\rho\le N$. Split $V$ into its parts within unit distance of each nucleus, which have a finite $L^{5/2}$ norm, and a remainder of at most $2Z$. Then $\int V\rho\le a\|\rho\|_{5/3}+2ZN$ with a constant $a$. The kinetic term grows as $\|\rho\|_{5/3}^{5/3}$, so the energy is bounded below and a minimising sequence $\rho_n$ has bounded norm. A subsequence converges weakly in $L^{5/3}$ to some $\rho\ge0$. Its mass in any ball is at most $N$, so $\int\rho\le N$.

The energy does not jump up in the limit, for three reasons:

- The $L^{5/3}$ norm cannot exceed its limit inferior under weak convergence.
- $\int V\rho_n\to\int V\rho$, because $V$ in a large ball has finite $L^{5/2}$ norm and is uniformly small outside.
- $D(\rho_n-\rho,\rho_n-\rho)\ge0$ gives $D(\rho_n,\rho_n)\ge2D(\rho_n,\rho)-D(\rho,\rho)$. The right side tends to $D(\rho,\rho)$, because $D(\rho_n,\rho)=\int\rho_nU$ and $U$ is bounded and vanishes at infinity.

So $\rho$ is a minimiser of the relaxed problem. Its mass $M$ is positive, since a small amount $\varepsilon$ of any density has energy $-\varepsilon\int V\sigma$ to leading order, which is below zero. If $M<N$, a little mass may be added anywhere without lowering the energy. This requires $W\ge0$, hence $\mu\ge0$ and so $\mu=0$, which forces $M=Z$. For $N\le Z$ that is impossible, so $M=N$ and the minimiser exists.

For $N>Z$, $M=N$ is excluded, so $M=Z$ and $E(N)\ge E(Z)$. Equality follows by adding to the neutral minimiser $\rho_Z$ a surplus $q=N-Z$, spread as a uniform density $\sigma$ over a ball of radius $L$. With enclosed charge $qr^3/L^3$, its self-repulsion is

$$D(\sigma,\sigma)=2\int_0^L\frac1r\,\frac{qr^3}{L^3}\,\frac{3qr^2}{L^3}\,dr=\frac{6q^2}{5L}.$$

The cross term $-\int\phi\sigma$ is not positive. The norm $\|\sigma\|_{5/3}$ tends to zero, and $\|\rho_Z+\sigma\|_{5/3}\le\|\rho_Z\|_{5/3}+\|\sigma\|_{5/3}$ controls the kinetic energy. As $L\to\infty$ the total tends to $E(Z)$. The infimum is approached by sending the surplus to infinity and is never attained.

## Chlorine in a finite ball

The escape can be watched numerically for $Z=17$ by confining the electrons to a ball of radius $L$. Then a minimiser exists for every $N$, and $\mu>0$ is allowed, because the argument for $\mu\le0$ used infinite volume. The program minimises the energy over densities constant in each of 320 shells.

For $N=16$ and $L=10$ bohr the minimisation gives $\mu=-0.393$ Ry ($-5.35$ eV), and the difference quotient of the energy between $N=15.9$ and $16.1$ gives $-0.394$ Ry; the gap in the last digit comes from the finite step. An independent value comes from the radial equation. By (3), $r^2\phi'=-2(Z-Q)$. Differentiating, with $Q'=4\pi r^2\rho$ and $\rho=(\phi+\mu)^{3/2}/(3\pi^2)$, gives for $u=r(\phi+\mu)$

$$u''=8\pi r\rho=\frac{8}{3\pi}\frac{u^{3/2}}{\sqrt r},\qquad u(0)=2Z,\quad u(r_0)=0,\quad u'(r_0)=\mu .$$

The last condition holds because $u=2(Z-N)+\mu r$ outside the ion. With (4), the solution has $r_0=5.090$ bohr, so $\mu=-2/5.090=-0.393$ Ry. The edge lies well inside the wall.

For $N=17$ and $18$ the wall matters:

| $L$ (bohr) | $N$ at $\mu=0$ | $\mu(17)$ (Ry) | $\mu(18)$ (Ry) | $E(18)-E(17)$ (Ry) |
|---|---|---|---|---|
| 10 | 16.934 | $1.7\times10^{-2}$ | 0.268 | 0.144 |
| 100 | 16.9999 | $3.4\times10^{-6}$ | 0.0213 | 0.0108 |
| 1000 | 17.0000 | $3.9\times10^{-10}$ | 0.00203 | 0.00102 |

The mass at $\mu=0$ approaches $Z$, and the neutral chemical potential approaches zero. With 18 electrons, (3) gives $\phi(L)=-2/L$ at the wall. The density is positive there: some electrons lie beyond the radius where $Q=Z$, so $\phi+\mu>0$ at some such point, and from there outward $r^2\phi'=2(Q-Z)\ge0$, so $\phi+\mu$ stays positive up to the wall. Since $W\ge\mu$ is an equality where $\rho>0$, $\mu=2/L+\gamma\rho(L)^{2/3}$. At $L=1000$ bohr, $L\mu=2.03$ Ry bohr, close to the electrostatic value 2. For general $N>Z$ the same argument gives $\mu\ge2(N-Z)/L$. Integrating from $N=17$ to $18$ bounds the added energy below by $1/L$; the computed product with $L$ is 1.02 Ry bohr.

At this largest radius, 1.000 electrons lie beyond $L/2$: the surplus sits in the outer half of the ball. At $L=10$ bohr the count is between 1.5 and 1.6, more than the surplus, because fewer than 16.5 electrons lie within 5 bohr and part of the atom's own charge is outside.

The program also checks the sphere averages without spherical symmetry, using a two-centre charge model. With total nuclear charge 9 and 10 electrons, direct averaging at $R=3$ bohr and Newton's theorem both give $-0.6133$ Ry. This prescribed cloud is not a minimiser, so its negative mean potential does not conflict with $\phi\ge0$; it shows what a minimiser with surplus charge would have to avoid.

## Table of computed values

```
gamma = 9.570780 Ry bohr^2
Two-centre model: Z = 8 + 1, nuclei at z = -1, +1 bohr
  cloud centre 0.7 bohr, Gaussian width 1.5 bohr
  10 electrons, R = 3 bohr, mean phi direct: -0.61330709 Ry
  same from Newton's theorem: -0.61330709 Ry
  10 electrons, R = 50 bohr, mean phi: -0.040000 Ry
  8 electrons, mu = 0, R = 50 bohr:
    mean of (phi/gamma)^(3/2): 2.72339e-04 bohr^-3
    Jensen lower bound:        2.70190e-04 bohr^-3
Unit charge in ball L = 10 bohr, self-energy: 0.120000 Ry
Chlorine, Z = 17; shells per ball: 320
N = 16 (ball L = 10 bohr):
  mu from minimisation: -0.3931 Ry = -5.348 eV
  dE/dN by differences: -0.3936 Ry
  edge r0 from radial equation: 5.0899 bohr
  mu = -2(Z-N)/r0: -0.3929 Ry = -5.346 eV
  smallest phi in the ball: 0.2001 Ry
  E(16) - E(17) in this ball: 0.1558 Ry
Ball radius L = 10 bohr:
  electrons held at mu = 0: 16.933712
  mu(N=17): 1.742e-02 Ry
  mu(N=18): 0.267854 Ry; L*mu = 2.6785 Ry bohr
  E(18)-E(17): 0.143926 Ry; times L = 1.4393 Ry bohr
  N=18: electrons beyond L/2: 1.5944
  N=18: phi at the wall: -0.200066 Ry
Ball radius L = 100 bohr:
  electrons held at mu = 0: 16.999864
  mu(N=17): 3.408e-06 Ry
  mu(N=18): 0.021343 Ry; L*mu = 2.1343 Ry bohr
  E(18)-E(17): 0.010751 Ry; times L = 1.0751 Ry bohr
  N=18: electrons beyond L/2: 1.0012
  N=18: phi at the wall: -0.020007 Ry
Ball radius L = 1000 bohr:
  electrons held at mu = 0: 17.000000
  mu(N=17): 3.863e-10 Ry
  mu(N=18): 0.002033 Ry; L*mu = 2.0326 Ry bohr
  E(18)-E(17): 0.001018 Ry; times L = 1.0181 Ry bohr
  N=18: electrons beyond L/2: 1.0000
  N=18: phi at the wall: -0.002001 Ry
```
